# Do the M_A and M_B ferroelectric phases have different point groups?

## Question

I am reading a phase diagram for a perovskite ferroelectric. Besides the tetragonal (T), orthorhombic (O) and rhombohedral (R) regions it has monoclinic regions labelled $M_A$, $M_B$ and $M_C$. I took each label to be a different symmetry, so that $M_A$ and $M_B$ would have different point groups and a diffraction experiment could separate them by symmetry alone. But when I list the operations that survive for polarization along $[112]$ and along $[221]$, I get the same list twice.

Have I made a mistake? If not, what does the label mean, why are the regions drawn separately, and how would I tell which phase I have? I also read that a field turns an R crystal into $M_A$ or $M_B$ depending on its direction. Is there a phase transition when the polarization swings from one to the other?

## Answer

Your list is right. $M_A$ and $M_B$ have the same point group, $m$, with the same mirror plane. The label says on which side of $[111]$ the polarization lies within that plane.

I assume a cubic parent with point group $m\bar3m$, in which the uniform polarization $\mathbf P$ is the only order parameter. Strain follows $\mathbf P$, and there are no octahedral tilts. All directions are pseudocubic.

### The symmetry count

Take $\mathbf P\parallel[uuv]$ with $u,v>0$. The convention is

- $M_A$: $u<v$, between $[001]$ and $[111]$;
- $M_B$: $u>v$, between $[111]$ and $[110]$.

Each of the 48 cubic operations permutes the three components and may change their signs. To leave $(u,u,v)$ fixed it can change no sign, because all components are positive. It must also keep $v$ in third place, because $v\neq u$. What remains is the identity and the exchange $x\leftrightarrow y$, which is the $(1\bar10)$ mirror. The argument uses $u\ne v$ but never asks which is larger.

At $u=v$ all six permutations survive, giving $3m$: this is R. At $u=0$ there are eight operations (T), and at $v=0$ there are four (O).

The space groups agree too. The mirror plane contains the lattice vectors $[110]$ and $[001]$, and its normal is $[1\bar10]$. These three span a cell of twice the primitive volume, and $[100]=\tfrac12([110]+[1\bar10])$ is a lattice vector at a centring position. Both phases are therefore $Cm$.

$M_C$ has $\mathbf P\parallel[0uv]$ with $u\neq v$. Its surviving operation is $x\to-x$, so its point group is also $m$, but the mirror is $(100)$. The vectors $[010]$, $[001]$ and $[100]$ span a primitive cell, so the space group is $Pm$. Symmetry separates $M_C$ from the other two through the orientation of the mirror and the centring, not through the symbol $m$.

### One coordinate for both phases

Let $\mathbf n=\mathbf P/|\mathbf P|$ and define, on the line $[uuv]$,
$$d=n_z^2-n_x^2 .$$
Since $2n_x^2+n_z^2=1$, substituting $n_z^2=n_x^2+d$ gives $3n_x^2+d=1$, so
$$n_x^2=n_y^2=\frac{1-d}{3},\qquad n_z^2=\frac{1+2d}{3}.$$
T is $d=1$, R is $d=0$ and O is $d=-\tfrac12$. $M_A$ fills $0<d<1$, and $M_B$ fills $-\tfrac12<d<0$.

Now hold $|\mathbf P|$ fixed. Sign changes and permutations are symmetries, so the energy is a symmetric function of the squares $n_i^2$, whose sum is 1. Up to eighth order in $\mathbf P$ this leaves
$$F=A I_4+B I_6+C I_4^2,\qquad I_4=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2,\quad I_6=n_x^2n_y^2n_z^2 .$$
With $s=n_x^2=(1-d)/3$ and $n_z^2=s+d$,
$$I_4=s^2+2s(s+d)=3s^2+2sd=\frac{(1-d)^2+2d(1-d)}{3}=\frac{1-d^2}{3},$$
$$I_6=s^2(s+d)=\frac{(1-d)^2(1+2d)}{27}=\frac{1-3d^2+2d^3}{27}.$$
Inserting these and collecting powers of $d$,
$$F=F_R-a\,d^2+\frac{2B}{27}d^3+\frac C9 d^4,\qquad a=\frac A3+\frac B9+\frac{2C}{9}. \tag{1}$$
A single polynomial covers both phases. They are the two sides of $d=0$, and the cubic term makes those sides unequal.

### What selects the side

Equation (1) is restricted to the mirror plane, so directions outside it must be checked. At fixed $I_4$, write the three squares as
$$n_i^2=\frac13+\frac{2D}{3}\cos\!\left(\varphi-\frac{2\pi i}{3}\right),\qquad D=\sqrt{1-3I_4}.$$
They sum to 1. The deviations $\delta_i=n_i^2-\frac13$ satisfy $\sum\delta_i^2=2D^2/3$, which reproduces the chosen $I_4$. Because $\sum\delta_i=0$, the pair sum is $\sum_{i<j}\delta_i\delta_j=-\tfrac12\sum\delta_i^2=-D^2/3$. The product of the three cosines is $\tfrac14\cos3\varphi$. Hence
$$I_6=\frac1{27}+\frac13\left(-\frac{D^2}{3}\right)+\frac{8D^3}{27}\,\frac{\cos3\varphi}{4}=\frac{1-3D^2+2D^3\cos3\varphi}{27}. \tag{2}$$

Comparison with the line formula shows that $\cos3\varphi=+1$ is the $M_A$ side ($d=D$) and $\cos3\varphi=-1$ is the $M_B$ side ($d=-D$). For $D>\tfrac12$ the latter would need a negative square, so the smallest allowed $I_6$ is then zero, on the $M_C$ line.

The energy is linear in $I_6$ at fixed $I_4$, so for $B\neq0$ its minimum sits at an end of the allowed range:

- $B<0$ favours large $I_6$: $M_A$, or its end points T and R.
- $B>0$ favours small $I_6$: $M_B$ or $M_C$, or their end points.

In this model a triclinic direction is never the minimum for $B\ne0$.

The eighth-order term is needed. With $C=0$, (1) has a stationary point at $d^*=9a/B$, where
$$F''=-2a+\frac{4B}{9}d^*=2a.$$
The favoured side has $d^*$ opposite in sign to $B$, which requires $a<0$, so the point is a maximum. On the $M_C$ line $F=AI_4$ is monotonic for $A\ne0$. Only T, O and R are left.

For $C>0$,
$$\frac{dF}{dd}=\frac{2d}{9}\left(2Cd^2+Bd-9a\right)=0
\;\Rightarrow\;
d=\frac{-B-\operatorname{sgn}(B)\sqrt{B^2+72Ca}}{4C}. \tag{3}$$
This root has sign opposite to $B$. There $F''=(2d/9)(4Cd+B)$, and both factors have the same sign, so it is a minimum. It must also lie inside the range of its phase and below R.

For $M_B$ there is one more competitor, the $M_C$ line. If (3) lies inside the $M_B$ range, $F$ falls on leaving O towards R. On that edge $dI_6/dI_4=(1-d)/3=\tfrac12$ at O, so $A+\tfrac C2+\tfrac B2<0$, and therefore $A+\tfrac C2<0$. On the $M_C$ line $dF/dI_4=A+2CI_4$ is then negative for all $I_4\le\tfrac14$. The lowest point of that line is O, which lies above $M_B$.

R and the monoclinic phase have equal energy when the bracket in $F-F_R=d^2\left(-a+\frac{2B}{27}d+\frac C9d^2\right)$ has a double root. Setting its discriminant to zero gives
$$\frac{4B^2}{729}+\frac{4Ca}{9}=0\;\Rightarrow\; a=-\frac{B^2}{81C},\qquad d=-\frac{B}{3C}.$$
The direction jumps, so within this mean-field model the transition from R is first order for $B\neq0$, provided that the jump falls inside the range of $d$.

### Two zero-field states in numbers

Hold $A=-5.4$ and $C=9$ MJ/m³ fixed and change only the sign of $B$.

For $B=-0.9$ MJ/m³, $a=-1.8-0.1+2.0=0.1$ MJ/m³, and (3) gives
$$d=\frac{0.9+\sqrt{0.81+64.8}}{36}=\frac{0.9+8.1}{36}=0.25 .$$
Thus $\mathbf n=(0.500,0.500,0.707)$, which is 45.0° from $[001]$. Since $[111]$ is at 54.7°, $\mathbf P$ lies 9.7° on the $[001]$ side: $M_A$.

For $B=+0.9$ MJ/m³, $a=0.3$ MJ/m³ and $d=-0.413$. Then $\mathbf n=(0.686,0.686,0.241)$, which is 21.3° beyond $[111]$ towards $[110]$: $M_B$. A search over all directions, not confined to the mirror plane, finds the same two minima.

### Same symmetry does not mean one phase

At zero field and stress, a continuous path from $M_A$ to $M_B$ within the mirror plane, at fixed $|\mathbf P|$ and with $u,v>0$, must pass $u=v$. That is R, with higher symmetry. The alternatives are a jump or a detour out of the plane.

In the example, set $B=0$. Then $F=AI_4+CI_4^2$ is lowest at $I_4=-A/2C=0.3$, so $D=\sqrt{0.1}=0.316$, and the energy does not depend on $\varphi$. $M_A$, $M_B$ and the triclinic directions between them form a degenerate loop around $[111]$, while R lies 10 kJ/m³ higher.

A further term $G I_6^2$ removes this degeneracy:

- For $G>0$, $BI_6+GI_6^2$ has its minimum at $I_6=-B/2G$. When this lies between the two ends of (2), the state is triclinic. With $G=10$ and $B=-0.5185$ MJ/m³ the direction search finds such a state.
- For $G<0$ the energy is concave in $I_6$, so the minimum stays at an end and the direction jumps. With $G=-10$ MJ/m³, the search gives $M_A$ at $B=0.4985$ and $M_B$ at $B=0.5385$ MJ/m³.

Within this model of fixed $|\mathbf P|$, the second case is a first-order transition between phases of identical symmetry. Separate regions in a phase diagram are therefore no evidence for different point groups.

### Swinging through [111] with a field

Now take a crystal that is R at zero field. Let $\theta$ be the tilt of $\mathbf P$ from $[111]$ within the mirror plane, positive towards $[001]$:
$$\mathbf n=\frac{\cos\theta}{\sqrt3}(1,1,1)+\frac{\sin\theta}{\sqrt6}(-1,-1,2).$$
Squaring the components gives $d=\sqrt2\,\theta+\tfrac12\theta^2+\dots$. To second order (1) becomes $F_R-2a\theta^2$, so the angular stiffness is $K=-4a$, positive when R is stable.

A field at angle $\psi$ from $[111]$, with the same sign convention, adds $-PE\cos(\psi-\theta)$. Equilibrium requires $K\theta=PE\sin(\psi-\theta)$. For small $\theta$, $\sin(\psi-\theta)\approx\sin\psi-\theta\cos\psi$, so
$$\theta\approx\frac{PE\sin\psi}{K+PE\cos\psi}. \tag{4}$$

Take $A=-9$, $B=-0.9$, $C=9$ MJ/m³ and $P=40$ µC/cm². Then $a=-3-0.1+2=-1.1$ and $K=4.4$ MJ/m³ per rad². At 10 kV/cm, $PE=0.40\ \text{C/m}^2\times1\ \text{MV/m}=0.40$ MJ/m³.

- Field along $[001]$ ($\psi=54.7°$): (4) gives +4.0°, and full minimization gives +3.8°. This is the $M_A$ side.
- Field along $[110]$ ($\psi=-35.3°$): (4) gives −2.8°, and full minimization gives −2.9°. This is the $M_B$ side.
- Field along $[00\bar1]$, 1 kV/cm, assumed too weak to switch the domain: −0.43°, again the $M_B$ side.

The deviations from (4) come mainly from the cubic term in $\theta$. Since $d^2=2\theta^2+\sqrt2\theta^3+\dots$, the term $-ad^2$ contributes $+1.56\,\theta^3$ and the $B$ term contributes $-0.19\,\theta^3$, in MJ/m³. The sum is positive, so the crystal is stiffer towards $[001]$ and softer towards $[110]$.

Next, turn the field through $[111]$ at constant strength. For small $\psi$, (4) gives the slope
$$\frac{\theta}{\psi}=\frac{PE}{K+PE}=\frac{0.40}{4.80}=0.083 .$$
Minimization with the field 2° to either side gives 0.0831 on the $M_A$ side and 0.0835 on the $M_B$ side. There is no jump or kink, because the stiffness stays positive. The label changes without a phase transition. This holds as long as the state that grows out of R remains the stable one. In a crystal close to a first-order phase boundary, a field can also make the polarization jump to a different state, and that is a real transition. These field-induced states are distorted R, unlike the spontaneous monoclinic states above.

When field and polarization both lie along $[111]$ the symmetry is momentarily $3m$. A stress that does not share the threefold axis removes even that. A tensile stress $\sigma$ along $[001]$ adds $-\sigma\varepsilon_{zz}$, whose direction-dependent part is $-\sigma(Q_{11}-Q_{12})P^2n_z^2$, where $Q_{ij}$ are electrostriction coefficients. Take $Q_{11}=0.055$ and $Q_{12}=-0.025$ m⁴/C². For 10 MPa the prefactor is $10\times0.08\times0.16=0.128$ MJ/m³. At $[111]$, $dn_z^2/d\theta=2\sqrt2/3$, so the torque towards $[001]$ is 0.121 MJ/m³.

The field cancels this torque when $0.40\sin\psi=-0.121$, that is, at $\psi=-17.6°$. Now $\mathbf P$ lies along $[111]$, but field and stress together leave only the mirror. The symmetry is $m$ before, at and after the crossing, and $[111]$ is no longer a special direction.

### How to tell them apart

At zero stress, measure the pseudocubic edges. With $\varepsilon_{xx}=Q_{11}P_x^2+Q_{12}(P_y^2+P_z^2)$ and its counterpart for $z$, to first order in strain
$$\frac{c-a}{a_0}=\varepsilon_{zz}-\varepsilon_{xx}=(Q_{11}-Q_{12})(P_z^2-P_x^2)=(Q_{11}-Q_{12})P^2d,$$
where $a_0$ is the cubic edge. For $Q_{11}>Q_{12}$, the $M_A$ phase has $c>a$ and the $M_B$ phase has $c<a$. If the two zero-field states above have $P=40$ µC/cm², the differences are $0.08\times0.16\times0.25=+0.32\,\%$ and $-0.53\,\%$.

Use the edge $a=\tfrac12\sqrt{a_m^2+b_m^2}$, where $a_m$ and $b_m$ are the monoclinic cell lengths along $[110]$ and $[1\bar10]$. Comparing $c$ with $a_m/\sqrt2$ can mislead, because the strain along $[110]$ is $\varepsilon_{xx}+\varepsilon_{xy}$. With $\varepsilon_{xy}=qP_xP_y=qP^2(1-d)/3$ and $q>0$, $a_m/\sqrt2$ exceeds $c$ whenever
$$d<\frac{q}{3(Q_{11}-Q_{12})+q}.$$
For $q=0.02$ m⁴/C² this is $d<0.077$. An $M_A$ polarization within 3.1° of $[111]$ would then be misread as $M_B$.

### How this compares with a real crystal

The field example is set in the rough regime of rhombohedral PMN-PT near its morphotropic boundary. There the polarization is some tens of µC/cm² and the transverse permittivity is several thousand; the model's stiffness corresponds to 4100. The electrostriction coefficients are rough, and the anisotropy coefficients are chosen, not fitted.

For this field example, fixed $|\mathbf P|$ is a mild assumption. With a rough longitudinal permittivity of 700, the $[001]$ field stretches $P$ by 0.9 %, which lowers $K$ by 3 % if $A$, $B$ and $C$ scale as the fourth, sixth and eighth powers of $P$. Letting $|\mathbf P|$ relax together with the direction enlarges the two 10 kV/cm tilts by roughly 4 to 6 %. The zero-field examples, including those with $B=0$ and with $G$, are more sensitive to $|\mathbf P|$, because small differences between larger terms decide which state is lowest. The $M_A$ example, for instance, lies only about 3 kJ/m³ below R. With the same longitudinal permittivity, letting $|\mathbf P|$ relax can make another state the lowest, so all these examples are established only at fixed $|\mathbf P|$. The field is about a tenth of a rough 100 kV/cm breakdown field, but breakdown is not the nearest limit. In the model, O lies 0.35 MJ/m³ and T about 2 MJ/m³ above R, so no competing phase is close. Real crystals near the morphotropic boundary can jump from R to O under a $[110]$ field of order 10 kV/cm. The smooth swing shown above applies to them only below such a threshold.

The assumption of a uniform, stress-free crystal matters more. A residual stress of 10 MPa along $[001]$ alone tilts $\mathbf P$ by 1.6°. This is sizeable beside the 3.8° field tilt. A 10 nm cube at 300 K fluctuates by 1.8° rms per axis if it is decoupled from its surroundings. That is an upper bound: elastic clamping, depolarizing fields and gradient energy each lower it, together by a factor of two to three for rough constants. Domain walls and the chemical disorder of a relaxor are not included or sized here. Near $[111]$, then, the label of a real sample may vary from place to place. The point group assigned to $M_A$ and $M_B$ does not depend on any of these numbers. The remaining values are in the numerical output below.

## Computed values

```
Point-group orders: {'T': 8, 'O': 4, 'R': 6, 'M_A': 2, 'M_B': 2, 'M_C': 2, 'Tri': 1}
M_A and M_B operations identical: True
M_A and M_C operations identical: False
Centring index: {110} mirror 2, {100} 1
Minima found with C=0: ['O', 'R', 'T']
Minima found with C=9 MJ/m3, B<0: ['M_A', 'R', 'T']
Minima found with C=9 MJ/m3, B>0: ['M_B', 'M_C', 'O', 'R', 'T']
Largest error of root formula for d: 1.3e-08
Angle of [111] from [001]: 54.74 deg
Zero field: A=-5.4, C=9.0 MJ/m3, B=-/+0.9 MJ/m3
M_A: B=-0.9 MJ/m3, a=0.100 MJ/m3, d=0.2500, F=-0.8367 MJ/m3
M_A: n=(0.500,0.500,0.707), from [001] 45.00 deg, from [111] +9.74 deg
M_B: B=0.9 MJ/m3, a=0.300 MJ/m3, d=-0.4131, F=-0.7934 MJ/m3
M_B: n=(0.686,0.686,0.241), from [001] 76.07 deg, from [111] -21.34 deg
R/M_A coexistence at B=-0.9: A=-5.7033 MJ/m3, jump d=0.0333
Jump in angle there: 1.34 deg
B=0: degenerate d=+/-0.3162, R above by 10.0 kJ/m3
B=-0.05: M_A d=0.3132; B=+0.05: M_B d=-0.3220
G=+10 MJ/m3, B=-0.5185 MJ/m3: Tri
G=-10 MJ/m3, B=0.5185 -/+ 0.02 MJ/m3: ['M_A', 'M_B']
R crystal: A=-9.0, B=-0.9, C=9.0 MJ/m3, P=40 uC/cm2
Stiffness K=4.40 MJ/m3 per rad^2; transverse relative permittivity 4107
Field 10 kV/cm, energy PE=0.40 MJ/m3
Tilt, field [001]: +3.79 deg (linear +4.04)
Tilt, field [110]: -2.92 deg (linear -2.80)
Tilt, field [00-1] of 1 kV/cm: -0.431 deg
Slope at [111]: M_A side 0.0831, M_B side 0.0835, formula 0.0833
Q11=0.055, Q12=-0.025, shear q=0.02 m4/C2 (rough)
Edge difference c-a: M_A +0.320 %, M_B -0.529 %
a_m/sqrt2 exceeds c in M_A for d below 0.0769, i.e. within 3.06 deg of [111]
Stress 10 MPa on [001] alone tilts P +1.56 deg
With it, P is on [111] for field at -17.56 deg from [111]
Symmetry order there 2; without stress 6
|P| stretch at longitudinal permittivity 700 (rough): 0.89 %
Resulting change of K: -3.0 %
Thermal rms tilt per axis, 10 nm cube, 300 K: 1.76 deg
Field / breakdown field of 100 kV/cm (rough): 0.10
```
